The decay length read from spin valves with spin-absorbing contacts

A long nonmagnetic metal channel of resistivity ρ, cross-section A and spin diffusion length λ lies along x. A ferromagnetic injector touches it at x = 0 and a ferromagnetic detector at x = L. A charge current I enters through the injector and leaves by the left end of the channel, so no charge current flows for x > 0. The detector voltage V is measured against the right end. The nonlocal signal ΔR is V/I with parallel magnetizations minus V/I with antiparallel ones. Its fall with L is often used to find λ, and the problem is to learn what an exponential fit to it measures.

Transport is diffusive and linear, the magnetizations are collinear, and the contacts are narrow compared with λ and L, and narrow enough that the spin accumulation hardly varies beneath them. The channel extends many λ beyond both contacts. Spin-up and spin-down electrons have electrochemical potentials φ↑ and φ↓, expressed in volts, and carry currents I↑ and I↓. Define

s = φ↑ − φ↓,  I_s = I↑ − I↓.

**(a) Find the spin accumulation s produced in the channel by a spin current I_s fed in at one point.**

Each spin direction has half the conductivity of the channel, so

I↑ = −(A/2ρ) dφ↑/dx,  I↓ = −(A/2ρ) dφ↓/dx.

Subtraction gives I_s = −(A/2ρ) ds/dx. Spin flips move electrons from the more populated direction to the other at a rate proportional to s, and they conserve charge:

dI↑/dx = −g s,  dI↓/dx = +g s.

Hence dI_s/dx = −2g s. Inserting I_s gives

d²s/dx² = (4ρg/A) s = s/λ²,

where the last equality defines λ. Away from a source at x = 0, the solution that vanishes at both far ends is s = s(0) exp(−|x|/λ). Each arm carries away the spin current (A/2ρ) s(0)/λ. The two arms together carry all of I_s, so

I_s = A s(0)/(ρλ),  or  s(0) = R_N I_s,  R_N = ρλ/A.

R_N is the spin resistance of the channel. Because there are two arms, it contains no factor 2.

**(b) Describe a ferromagnetic contact by two constants: one for how strongly it polarizes a current, one for how strongly it absorbs spin. Find also the voltage it shows when it carries no net current.**

Let y run through the ferromagnet towards the channel, with the interface at y = 0. Current towards the channel is positive. The ferromagnet has resistivity ρ_F, spin diffusion length λ_F and contact area A_J, and it is much thicker than λ_F. Fractions (1+p)/2 and (1−p)/2 of its conductivity belong to up and down spins. Introduce the conductivity-weighted potential

φ_F = [(1+p)φ↑ + (1−p)φ↓]/2.

Together with the definition of s this gives

φ↑ = φ_F + (1−p)s/2,  φ↓ = φ_F − (1+p)s/2.

The two currents are

I↑ = −(A_J/ρ_F) [(1+p)/2] [φ_F′ + (1−p)s′/2],
I↓ = −(A_J/ρ_F) [(1−p)/2] [φ_F′ − (1+p)s′/2].

In the sum the s′ terms cancel, leaving I = −(A_J/ρ_F) φ_F′. In the difference they add:

I_s = −(A_J/ρ_F) [p φ_F′ + (1−p²)s′/2].

Spin flips again make s obey s″ = s/λ_F², so s = s_F exp(y/λ_F) for y < 0, and s′ = s_F/λ_F at the interface. Therefore

I_s = pI − s_F/R_F,  R_F = 2ρ_Fλ_F/[(1−p²)A_J].

The factor 2 appears here because spin leaves on one side only.

Next comes the interface, with conductances G(1+γ)/2 and G(1−γ)/2 for the two spins and no spin flips. Let s be the value on the channel side. With I↑ = (I+I_s)/2 and I↓ = (I−I_s)/2, the difference of the two voltage drops is

s_F − s = (I+I_s)/[G(1+γ)] − (I−I_s)/[G(1−γ)] = R_I (I_s − γI),

R_I = 2/[G(1−γ²)].

In terms of the interface parameter AR*, one quarter of the sum of the two spin-resolved resistance–area products, R_I = 2AR*/A_J. Substituting s_F = R_F(pI − I_s) gives

s = (pR_F + γR_I) I − (R_F + R_I) I_s.

Solved for the spin current, this is

I_s = P I − s/R_c,  R_c = R_F + R_I,  P = (pR_F + γR_I)/R_c.

The contact injects spin with polarization P and drains it through the spin resistance R_c. A small R_c means strong absorption. Reversing the magnetization changes the signs of p and γ, hence of P, and leaves R_c unchanged.

For the open-circuit voltage set I = 0, so that φ_F is uniform in the ferromagnet. The plain average of φ↑ and φ↓ on its side of the interface is φ_F − p s_F/2. Across the interface, with I↑ = −I↓ = I_s/2, the average drops by

(I_s/2G) [1/(1+γ) − 1/(1−γ)] = −γR_I I_s/2.

The average potential φ_N on the channel side is therefore related to φ_F by

φ_F − φ_N = p s_F/2 − γR_I I_s/2.

Since s_F = −R_F I_s, the right side is −P R_c I_s/2. Since I_s = −s/R_c, it becomes

φ_F − φ_N = P s/2.

With no charge current to the right of the injector, φ_N is constant there and equals the potential of the right end. The measured voltage is thus V = P s/2 with s taken at the detector.

**(c) Combine the two contacts and find ΔR for any strength of absorption.**

Label injector and detector 1 and 2, and let I₁ and I₂ be the spin currents they feed into the channel. Write e = exp(−L/λ) and r = R_c/R_N for each contact. By superposition of the result in (a),

s₁ = R_N(I₁ + eI₂),  s₂ = R_N(eI₁ + I₂).

The contact laws are s₁ = R₁(P₁I − I₁) and s₂ = −R₂I₂. Equating the two forms of each accumulation and dividing by R_N gives

(1+r₁)I₁ + eI₂ = r₁P₁I,
eI₁ + (1+r₂)I₂ = 0.

The second equation gives I₁ = −(1+r₂)I₂/e. Inserted in the first, it yields

I₂ = −r₁P₁ e I / [(1+r₁)(1+r₂) − e²].

The minus sign shows that the detector removes spin from the channel. Then s₂ = −R₂I₂ is positive. Reversing the detector changes V from P₂s₂/2 to −P₂s₂/2 without changing s₂, so ΔR = P₂s₂/I:

ΔR = P₁P₂ R_N r₁r₂ e / [(1+r₁)(1+r₂) − e²].

**(d) How does ΔR depend on L when both contacts absorb strongly, when neither does, and when just one does?**

Split the denominator as

(1+r₁)(1+r₂) − e² = (1 − e²) + (r₁ + r₂ + r₁r₂).

The second bracket may be dropped if

r₁ + r₂ + r₁r₂ ≪ 1 − exp(−2L/λ).

This is the precise meaning of strong absorption here, and it involves L. Dividing numerator and denominator by e gives e/(1−e²) = 1/[2 sinh(L/λ)], and with R_N r₁r₂ = R₁R₂/R_N,

ΔR ≈ P₁P₂R₁R₂ / [2R_N sinh(L/λ)].

The hyperbolic sine has a direct origin. The injector holds its end of the gap at s₁ ≈ P₁R₁I, because little of its polarized current escapes into the channel. The detector holds the other end near zero. Between them

s(x) ≈ s₁ sinh[(L−x)/λ]/sinh(L/λ),

and the spin current reaching the detector is s₁/[2R_N sinh(L/λ)]. Multiplication by P₂R₂/I gives the same signal. For L ≪ λ the profile is a straight line and the current varies as 1/L, as in a resistor of length L. That geometric decrease is added to the loss by spin flips.

The arm beyond the detector carries only the fraction r₂/2 of the current that the contact absorbs, so for very small r₂ its length hardly matters. A numerical network of resistors for the two spin directions, with L = λ/2, shows this. A perfect spin sink placed 0.2λ behind the detector multiplies the signal by 0.994 when r = 0.003 for both contacts. With tunnel contacts the factor is 0.33, and with r = 0.093, as in (f), it is 0.86.

The sinh law fails as L → 0, where it diverges. For equal contacts the general formula tends instead to P²R_c/(2+r). For small r the crossover lies near L = rλ, where 1 − e² ≈ 2L/λ equals 2r.

If both r₁ and r₂ are large, the denominator tends to r₁r₂ and

ΔR ≈ P₁P₂R_N exp(−L/λ).

Tunnel contacts do not disturb the accumulation, and the decay is exponential. If r₂ is large but r₁ is small, the denominator tends to r₂ and

ΔR ≈ P₁P₂R₁ exp(−L/λ).

One absorbing contact changes the amplitude but not the decay, up to a relative correction of order e²/r₂: with r₁ = 0.01 and r₂ = 10, a fit between λ/2 and λ returns 0.96λ. The sinh law needs absorption at both ends of the gap.

**(e) An exponential C exp(−L/ℓ) is passed through the strong-absorption signals at L = λ/2 and L = λ. What is ℓ?**

The local decay length of the sinh law is

−[d ln ΔR/dL]⁻¹ = λ tanh(L/λ),

which is below λ at every finite L. For two points L = aλ and L = 2aλ, the exponential requires

ℓ = aλ / ln[ΔR(aλ)/ΔR(2aλ)] = aλ / ln[sinh(2a)/sinh(a)].

Since sinh(2a) = 2 sinh(a) cosh(a),

ℓ = aλ / ln(2 cosh a).

With a = 1/2 the argument is 2.255 and its logarithm 0.813, so

ℓ = 0.5λ/0.813 = 0.615λ.

The fit thus returns only 0.61 of the true diffusion length. For large a, ln(2 cosh a) → a and ℓ → λ. For small a, ℓ → aλ/ln 2, which depends only on the spacings chosen and carries no information about λ.

The resistor network with r = 0.003 gives ℓ = 0.617λ from the same two spacings, and with tunnel contacts it gives λ to four digits. Between 0.7λ and 0.8λ the strongly absorbing network has a decay length of 0.636λ, against tanh(0.75) = 0.635.

The second digit depends on the fitting procedure. For many equally spaced points of the sinh law between λ/2 and λ, a least-squares line through ln ΔR gives 0.623λ, and a least-squares exponential through ΔR itself gives 0.606λ.

The poor value of ℓ need not show as a poor fit. At L = 0.75λ the two-point exponential equals the geometric mean of the end values, so its ratio to the true signal is

sinh(0.75)/√[sinh(0.5) sinh(1)] = 1.051.

The exponential lies about 5% above the signal there. Scatter of a few per cent in the data can hide the curvature.

**(f) Apply the results to copper with permalloy contacts near 10 K, with spacings of 500 and 1000 nm. Compare three ways of extracting λ.**

Take these rough typical values. The copper has ρ = 1.5 μΩ cm, λ = 1000 nm, width 100 nm and thickness 50 nm. The permalloy has ρ_F = 15 μΩ cm, λ_F = 5 nm and p = 0.4, with contacts 100 nm wide. The interface has AR* = 0.5 fΩ m² and γ = 0.7. In SI units,

R_N = (1.5×10⁻⁸)(10⁻⁶)/(5×10⁻¹⁵) = 3.0 Ω,
R_F = 2(15×10⁻⁸)(5×10⁻⁹)/[(0.84)(10⁻¹⁴)] = 0.179 Ω,
R_I = 2(0.5×10⁻¹⁵)/10⁻¹⁴ = 0.100 Ω.

Thus R_c = 0.279 Ω, r = 0.0929 and

P = [0.4(0.179) + 0.7(0.100)]/0.279 = 0.508.

At 500 nm the strong-absorption condition compares 2r + r² = 0.194 with 1 − e² = 0.632. The first is smaller, but not very much smaller. The general formula gives

ΔR(500 nm) = (0.5077)²(3.0 Ω)(0.09286)²(0.6065)/(0.6321 + 0.1943) = 4.89 mΩ.

The network gives the same value to four digits, and 2.32 mΩ at 1000 nm. The sinh limit would give 6.40 and 2.84 mΩ. Finite r therefore lowers the signal by 24% and 18% relative to that limit. The larger loss is at the shorter spacing, so the decay is flattened.

*Exponential fit.* The ratio of the two signals is Q = 2.113, and

ℓ = 500 nm/ln 2.113 = 668 nm.

This is 0.67λ, not 0.61λ. To bring the fitted fraction down to 0.62, r would have to be about 0.008, some eleven times smaller than here.

*Pure sinh law.* From (e), Q = 2 cosh(L/λ) with L the shorter spacing, so

λ = L/arccosh(Q/2) = 500 nm/arccosh(1.056) ≈ 1500 nm.

This errs by 50% in the other direction. The reason is that 2 cosh a ≈ 2 + a² for small a, so the inferred λ is roughly L/√(Q−2). Finite r lowers Q only from 2.255 to 2.113, but it cuts Q − 2 from 0.255 to 0.113. Measurement errors in Q are amplified in the same way.

*General formula.* With R_c, ρ and A known, the formula of (c) can be solved for the λ that reproduces Q, with R_N = ρλ/A varied along with λ. Applied to the network signals it returns 1000 nm. This shows that the inversion works on data obeying the model; in a real device it also needs an independent value of R_c and contacts narrow enough for the formula to hold. It still amplifies errors: Q too large or too small by 3% gives about 900 or 1140 nm, and R_c too large or too small by 30% gives about 950 or 1080 nm.

**(g) Which neglected effects matter for such a device?**

The narrow contact is a weak assumption here. The width w = 100 nm is a fifth of the shorter spacing, and it exceeds the distance over which s falls beneath an evenly absorbing contact, about √(rλw/2) = 68 nm. An estimate that spreads the absorbing conductance 1/R_c evenly over the contact width, with the spin current also fed in evenly and L measured between contact centres, gives 5.4 mΩ at 500 nm. If the current enters wholly at the injector edge nearer the detector, the signal is 9.0 mΩ; at the farther edge it is 3.7 mΩ. The fitted length is 646 nm in all three cases, 3% below the narrow-contact value. The inversion by the general formula amplifies this small shift: applied to the same signals, it returns about 910 nm instead of the true 1000 nm.

That the feed leaves the length unchanged can be understood by reciprocity. The signal from a source at x under the injector is proportional to the accumulation that a source spread over the detector would produce at x. Under the injector and to its left, this accumulation obeys a source-free equation and must vanish far to the left. Its shape there is therefore fixed, and L changes only its scale. Hence the feed multiplies ΔR by a factor independent of L, provided the feed is the same in both devices. The estimate omits charge currents circulating under the contacts and the variation of s across the channel thickness. Within it, the amplitude, and any polarization deduced from it, is much less secure than the fitted decay length. Resolving s across the 50 nm thickness, which is comparable with the 68 nm above, changes the evenly fed signal from 5.4 to 5.2 mΩ, the fitted length from 646 to 654 nm and the inverted λ from about 910 to about 940 nm.

The parameters are ordinary for metallic lateral spin valves, in which signals of the order of milliohms are usual. The value of λ in copper varies considerably with purity and surfaces, and 1000 nm belongs to good films at low temperature. The free-electron mean free path for the assumed resistivity is about 44 nm. This is short compared with 500 nm, so diffusion along the channel between the contacts is a fair description. It is not short compared with the 68 nm found above, so diffusion beneath the contacts is only a rough description. It is also close to the film thickness, so surface scattering can affect both ρ and λ. In permalloy the mean free path is probably a few nanometres, comparable with λ_F, so the diffusive expression for R_F is approximate too. At a current of 0.1 mA, or 2 MA/cm², the signal voltage at 500 nm is 0.49 μV. Spin drift over a length λ is then smaller than diffusion by a factor of order 10⁻⁴. A permalloy thickness of 30 nm, six times λ_F, changes R_F by about one part in 10⁵.

At 300 K, rough values are ρ = 3 μΩ cm and λ = 400 nm for copper and ρ_F = 20 μΩ cm for permalloy. With the other contact parameters held fixed, r = 0.141, and a fit between 200 and 400 nm returns 0.69λ. The contacts are then half as wide as the shorter spacing, so the narrow-contact model is less reliable than at 10 K: the wide-contact estimate used above gives 0.63λ instead, or 0.65λ when the variation of s across the thickness is included.

For ohmic contacts of this kind, an exponential fit between λ/2 and λ thus underestimates λ by roughly a third, as long as r stays below about 0.15; in the narrow-contact model the fit returns 0.81λ at r = 0.5 and 0.89λ at r = 1. Spacings of several λ reduce the bias, because tanh(L/λ) approaches 1, but the signal there is small. Tunnel contacts with r ≫ 1 remove this source of bias at any spacing within the model.

Calculated quantities

```
Two-point fit / lambda, closed form: 0.6148
Two-point fit / lambda, network r=0.003: 0.6167
Two-point fit / lambda, tunnel network: 1
Many-point log fit / lambda: 0.623
Many-point linear-scale fit / lambda: 0.6062
Sinh law over exponential at midpoint: 1.051
Local length / lambda at L=0.75 lambda, network: 0.6362
tanh(0.75): 0.6351
r at which fit / lambda is 0.62: 0.008149
Near sink: signal factor, strong contacts: 0.994
Near sink: signal factor, tunnel contacts: 0.3298
Cu resistivity: 1.5 uOhm cm
Cu spin diffusion length: 1000 nm
Channel width: 100 nm
Channel thickness: 50 nm
Contact width: 100 nm
Permalloy resistivity: 15 uOhm cm
Permalloy spin diffusion length: 5 nm
Permalloy bulk polarization p: 0.4
Interface AR*: 0.5 fOhm m2
Interface polarization gamma: 0.7
Channel spin resistance RN: 3 Ohm
Ferromagnet part RF: 0.1786 Ohm
Interface part RI: 0.1 Ohm
Contact spin resistance Rc: 0.2786 Ohm
Effective polarization P: 0.5077
r = Rc/RN: 0.09286
2r + r^2: 0.1943
1 - exp(-2L/lambda) at 500 nm: 0.6321
Signal at 500 nm, network: 4.893 mOhm
Signal at 500 nm, formula: 4.893 mOhm
Signal at 1000 nm, network: 2.316 mOhm
Signal at 500 nm, sinh limit: 6.397 mOhm
Signal at 1000 nm, sinh limit: 2.837 mOhm
Signal quotient Q: 2.113
Length from exponential: 668.5 nm
Length from pure sinh inversion: 1497 nm
Length from general formula: 1000 nm
Wide contact, uniform feed: signal at 500 nm: 5.405 mOhm
Wide contact, uniform feed: fitted length: 645.5 nm
Wide contact, near feed: signal at 500 nm: 8.993 mOhm
Wide contact, near feed: fitted length: 645.5 nm
Wide contact, far feed: signal at 500 nm: 3.698 mOhm
Wide contact, far feed: fitted length: 645.5 nm
Cu mean free path: 43.8 nm
Test current: 0.1 mA
Current density: 2 MA/cm2
Signal voltage at 500 nm: 0.489 uV
Drift/diffusion ratio over lambda: 6.4e-05
Permalloy thickness: 30 nm
Relative RF change from finite thickness: 1.2e-05
300 K: Cu resistivity: 3 uOhm cm
300 K: Cu spin diffusion length: 400 nm
300 K: permalloy resistivity: 20 uOhm cm
300 K: r: 0.1409
300 K: fit / lambda, 200 to 400 nm: 0.6922
```
